# Where the Double Well of the Bifluoride Proton Merges

## The error to be avoided

Bifluoride, $\mathrm{FHF^-}$, can be drawn as a hydrogen fluoride molecule with a fluoride ion attached. Taken literally, the drawing gives the proton two equivalent sites, a barrier between them and a tunnelling rate through that barrier. If the fluorines are close enough there is no barrier. The rate then describes nothing, and the proton has been put in the wrong place. For the isolated ion computed below the error is about 0.2 angstrom, if the drawn molecule keeps its ordinary bond length. To choose between the pictures one needs the fluorine separation at which two wells become one.

Setup: the fluorines sit at $-R/2$ and $+R/2$ on a line, with $R$ held fixed. The proton is on the same line at displacement $x$ from the midpoint, so its bond lengths are $R/2+x$ and $R/2-x$. The proton is classical at first, nothing outside the ion acts on it, and the energy is a sum of two identical bond energies $v(r)$:

$$V(x)=v(R/2+x)+v(R/2-x).$$

A fluorine–fluorine energy $W(R)$ may be added. It does not depend on $x$, so it cannot change the shape of the proton's potential at fixed $R$. The algebra is in atomic units ($\hbar=1$). Numbers are in eV and angstrom, a consistent pair for the classical formulas, which contain no $\hbar$.

## First try: two springs

Let $v(r)=\tfrac12k(r-r_0)^2$ and $d=R/2-r_0$. Then

$$V=\tfrac12k\left[(d+x)^2+(d-x)^2\right]=kd^2+kx^2,$$

because the cross terms $\pm2dx$ cancel. The centre is the single minimum for every $R$. Stretched springs pull harder the more they are stretched, so a displaced proton is pulled back. A double well needs a bond whose pull weakens with stretch.

For a general $v$, differentiating twice gives

$$V''(0)=2v''(R/2).$$

The minus sign in the second argument appears twice and drops out. The centre therefore loses stability when each half-length $R/2$ reaches the inflection point of the bond energy, where the pull is greatest.

## Second try: Morse bonds, near the centre

The Morse bond has such an inflection. With depth $D$, length $r_0$ and range parameter $a$, all positive, write

$$v(r)=D(1-u)^2,\qquad u=e^{-a(r-r_0)},\qquad \frac{du}{dr}=-au.$$

Successive derivatives are

$$v'=2D(1-u)(au)=2Da(u-u^2),$$
$$v''=2Da(-au+2au^2)=2Da^2u(2u-1),$$
$$v'''=2Da^2(-4au^2+au)=2Da^3u(1-4u).$$

The curvature vanishes at $u=\tfrac12$, that is at $r=r_0+(\ln2)/a$. Setting $R/2$ equal to this length gives

$$\boxed{R_c=2r_0+\frac{2\ln2}{a}}$$

The depth $D$ has dropped out: it scales the whole potential without moving its inflection.

Limit test: the spring result must return when the Morse bond becomes harmonic. At $r_0$, where $u=1$, the force constant is $k=2Da^2$. Keep $k$ fixed and let $a\to0$, so that $D=k/(2a^2)$ grows. At fixed stretch, $1-u\to a(r-r_0)$ and $v\to\tfrac12k(r-r_0)^2$. In the same limit $R_c\to\infty$, so no finite separation gives a double well, as found for springs. In the opposite limit, $a\to\infty$, the bond weakens after a very small stretch and $R_c\to2r_0$.

## Third try: the whole potential

Curvature at the centre is a local test. It does not exclude outer minima that appear while the centre is still stable, in which case there would be three wells over some range of $R$ and no smooth merger. The full potential must be examined.

Define $q=e^{-a(R/2-r_0)}$. The two bond exponentials are

$$u=qe^{-ax},\qquad w=qe^{ax},$$

with product $uw=q^2$ and sum $s=u+w=2q\cosh(ax)$. Expand the squares:

$$V=D\left[(1-u)^2+(1-w)^2\right]=D\left[2-2s+u^2+w^2\right].$$

Since $u^2+w^2=s^2-2uw=s^2-2q^2$,

$$V=D\left[s^2-2s+2-2q^2\right]=D\left[(s-1)^2+1-2q^2\right].$$

All dependence on $x$ is now in one square:

$$V(x)=D\left[(2q\cosh ax-1)^2+1-2q^2\right].$$

The smallest value of $\cosh ax$ is 1, reached at $x=0$. There are two cases.

- If $2q\ge1$, the bracket $2q\cosh ax-1$ starts at zero or above and grows with $|x|$. So does its square. The centre is the one and only minimum.
- If $2q<1$, the bracket is negative at the centre and passes through zero at two points $\pm x_0$. The square vanishes there, giving two equal minima, and the centre is a maximum.

The boundary is $2q=1$. Writing $2=e^{\ln2}$,

$$2q=e^{\ln2-aR/2+ar_0}=e^{-a(R-R_c)/2},$$

so $2q=1$ means $R=R_c$, in agreement with the local test. Within this model there is no range with three wells.

Differentiating twice at the centre, where $\sinh(ax)$ vanishes, also gives

$$V''(0)=2D(2q-1)(2qa^2)=4Da^2q(2q-1),$$

positive below $R_c$ and negative above it.

## Following the wells apart

Let $\delta=R-R_c>0$. The condition $2q\cosh(ax_0)=1$ becomes

$$\cosh(ax_0)=e^{a\delta/2}.$$

The square is $(2q-1)^2$ at the centre and zero in the wells, while the term $1-2q^2$ is common to both. The barrier is therefore

$$B=D(1-2q)^2=D\left(1-e^{-a\delta/2}\right)^2.$$

Near merger, expand both sides of the first equation: $1+\tfrac12a^2x_0^2\approx1+\tfrac12a\delta$. To leading order

$$x_0\approx\sqrt{\delta/a},\qquad B\approx\tfrac14Da^2\delta^2.$$

The wells separate quickly while the barrier rises slowly. Two distinct positions on a potential map can thus go with a very small barrier.

Far from merger, $\cosh(ax_0)\approx\tfrac12e^{ax_0}$, so $ax_0\approx\ln2+\tfrac12a\delta$. Inserting $\delta=R-2r_0-(2\ln2)/a$ cancels the logarithms and leaves $x_0\approx R/2-r_0$. The short bond tends to $r_0$ and the barrier to $D$: one intact bond, and a proton that must leave it before forming the other. This large-separation limit belongs to the model. In the real ion, the attraction between a fluoride ion and the HF dipole also depends on proton position, and the model omits it.

The well condition $s=1$ has a chemical reading. If $u$ and $w$ are called bond orders, then $u+w=1$ in either well: what one bond gains, the other loses. At merger both are $\tfrac12$. Since $u<1$, the short bond is longer than $r_0$ at every finite separation in the double-well range.

At $R_c$ itself, $2q=1$ and

$$V=D\left[(\cosh ax-1)^2+\tfrac12\right]\approx\frac D2+\frac{Da^4}{4}x^4.$$

The centre is still a minimum, but its restoring force begins with $x^3$ instead of $x$.

## Numbers from one HF molecule

The formula needs $r_0$ and $a$. At $u=1$ the derivatives above give $v''=2Da^2$ and $v'''=-6Da^3$, so

$$a=-\frac{v'''(r_0)}{3v''(r_0)}.$$

This choice matches the local shape of the bond. Another choice matches the computed dissociation energy $D_e$, with $a=\sqrt{k/(2D_e)}$. For a true Morse curve they would agree.

I computed the HF molecule with restricted Hartree–Fock (RHF) and with second-order Møller–Plesset theory (MP2, fluorine 1s cores frozen), both in the aug-cc-pVDZ basis. MP2 gives $r_0=0.9248$ angstrom, $k=58.65$ eV/angstrom² and, from the cubic term, $a=2.502$ angstrom⁻¹. Hence

$$D=\frac{58.65}{2(2.502)^2}=4.68\ \text{eV},$$
$$R_c=2(0.9248)+\frac{1.3863}{2.502}=1.850+0.554=2.404\ \text{angstrom},$$

or 0.2404 nm. These digits belong to this basis: in the larger aug-cc-pVTZ basis MP2 gives $a=2.394$ angstrom⁻¹ and $R_c=2.423$ angstrom, a shift of 0.02 angstrom. With the aug-cc-pVDZ values, used from here on, each bond is stretched by 0.277 angstrom at merger. Locating the zero of the central curvature numerically, from the original sum of two Morse energies, gives the same $R_c$ to the five printed decimals.

Now take $\delta=0.200$ angstrom, so $a\delta/2=0.250$. Then

$$B=4.68(1-e^{-0.250})^2\approx0.23\ \text{eV},$$

and $\cosh(ax_0)=e^{0.250}=1.284$ gives $x_0=0.295$ angstrom. The bonds are 1.007 and 1.597 angstrom long, with orders 0.81 and 0.19. They add to one.

At $\delta=0.050$ angstrom the leading laws give $x_0\approx0.141$ angstrom and $B\approx0.018$ eV. Direct minimization gives 0.143 angstrom and 0.017 eV.

## Does the actual ion agree?

The additive model can be compared with the isolated $\mathrm{FHF^-}$ ion at the same two levels of theory. Here the merger is the $R$ at which the computed central curvature vanishes. Distances are in angstrom.

| Quantity | RHF | MP2 |
|---|---:|---:|
| Model $R_c$, cubic-term $a$ | 2.358 | 2.404 |
| Model $R_c$, $a$ from $D_e$ | 2.278 | 2.477 |
| Merger in the ion | 2.266 | 2.392 |
| Equilibrium $R$ of the ion | 2.257 | 2.310 |

With the cubic-term $a$, the MP2 model misses the ion's merger by 0.012 angstrom. That closeness should not be taken as the model's accuracy, since the same recipe misses by 0.092 angstrom at RHF, and in aug-cc-pVTZ the two misses grow to 0.042 (MP2) and 0.105 angstrom (RHF). The choice based on $D_e$ does well at RHF and worse at MP2. Neither choice is better at both levels, and a fair reading of these four comparisons is an error of up to about 0.1 angstrom.

The curvature gives a stricter comparison. At the MP2 equilibrium separation the model's axial force constant is 8.2 eV/angstrom², against 4.4 in the ion. The model can place the merger well and still make the proton nearly twice too stiff. Its barriers err in the same direction: 0.08 and 0.16 angstrom beyond its own merger the MP2 ion has barriers of 0.020 and 0.079 eV, about half the model's 0.04 and 0.15 eV at the same $\delta$.

Both levels put the relaxed ion on the single-well side, judged by its central curvature. That is the local test only: I did not search the ion's potential for outer minima. At RHF the margin is 0.009 angstrom; at MP2 it is 0.082 angstrom. The verdict is the same, but the margin depends strongly on electron correlation. MP2 in this basis is itself approximate: it leaves out higher correlation and the rest of the basis. In aug-cc-pVTZ the equilibrium $R$ and the merger move to 2.246 and 2.272 angstrom at RHF and to 2.287 and 2.380 angstrom at MP2. The margins become 0.026 and 0.093 angstrom, and the MP2 axial force constant at equilibrium rises from 4.4 to 6.1 eV/angstrom². The verdict survives, but the distances in the table are good to about 0.02 angstrom with respect to the basis.

The two-Morse sum cannot supply the equilibrium $R$. With the proton centred its energy is $2D(1-q)^2$, which falls to zero at $q=1$, or $R=2r_0=1.85$ angstrom. The repulsion that holds the fluorines farther apart belongs in $W(R)$.

## Moving off the line

So far the proton could move only along the axis. Shift it sideways by a small $y$ at $R=R_c$. Each bond lengthens to

$$\sqrt{(R_c/2)^2+y^2}\approx\frac{R_c}{2}+\frac{y^2}{R_c}.$$

At $u=\tfrac12$ each bond has slope $v'=2Da(\tfrac12-\tfrac14)=Da/2$. The energy of the two bonds rises by $2(Da/2)(y^2/R_c)=Day^2/R_c$, which is a transverse force constant

$$k_\perp=\frac{2Da}{R_c}=\frac{2(4.68)(2.502)}{2.404}\approx9.7\ \text{eV/angstrom}^2.$$

The tension of the stretched bonds holds the proton on the line even when the axial force constant is zero. At its own merger separation the MP2 ion gives 6.8 eV/angstrom²: smaller, but also positive. The merger is therefore an axial softening, and the proton does not escape sideways there.

## The proton density splits later

A shallow double well need not produce two peaks in the proton density. Let $m$ be the reduced mass of the proton against the rigid fluorine pair, and $E_0$ the ground energy. The Schrödinger equation at the centre reads

$$\psi''(0)=2m\left[V(0)-E_0\right]\psi(0).$$

The ground state is even, so $\psi'(0)=0$, and it has no node, so $\psi(0)\ne0$. Therefore

$$(\psi^2)''(0)=2\psi(0)\psi''(0)=4m\left[V(0)-E_0\right]\psi(0)^2.$$

The density has a peak at the centre while $E_0$ lies above the barrier top, and a dip once it lies below. The changeover is at $E_0=V(0)$.

Confine the proton to the axis again. With the MP2 model parameters and fluorine masses of 19 u, the zero-point energy at $R_c$ is 0.064 eV, while the barrier is still zero. The density splits at $R=2.508$ angstrom, about 0.10 angstrom beyond the classical merger, where the barrier has reached 0.071 eV. Between these separations there are two classical wells but one density peak. Sideways zero-point motion, left out here, would bring the splitting 0.01 to 0.02 angstrom closer to the merger.

The separation $R$ also fluctuates. Treating the F–F stretch of the isolated MP2 ion as harmonic gives an rms spread of 0.057 angstrom at 298 K, zero-point motion included. The ion's merger lies 1.43 spreads above its equilibrium. A Gaussian then puts $R$ on the double-well side about 8% of the time, or about 5% with the aug-cc-pVTZ margin of 0.093 angstrom and the same spread. Those excursions mostly meet barriers too low to split the density. The model's delay is 0.10 angstrom; in the MP2 ion, whose barrier rises more slowly, the axial density splits later still, roughly 0.14 angstrom beyond its merger.

This estimate treats $R$ as frozen while the proton responds. The stretch quantum is 0.075 eV, which is not small beside the proton's first axial excitation energy, about 0.17 eV in the model at merger, so the separation of the two motions is approximate. I have not computed the resulting error.

## Breaking the symmetry

A field along the axis adds $-fx$ to the energy, where $f$ is the force on the proton's effective charge. One well is now favoured, and the other must survive the tilt. Near merger, expand the slope to leading order. From $V''(0)=4Da^2q(2q-1)$ with $2q\approx1-a\delta/2$, the central curvature is $-\kappa$ with $\kappa\approx Da^3\delta$. The quartic term contributes $Da^4x^3$, so

$$V'(x)\approx-\kappa x+Da^4x^3.$$

For $f>0$ the threatened well is on the left. It survives if the largest slope between it and the centre exceeds $f$. Setting $V''=0$ puts that largest slope at $x=-\sqrt{\kappa/(3Da^4)}$, where

$$V'_{\max}=\frac{2\kappa}{3}\sqrt{\frac{\kappa}{3Da^4}}.$$

Equating this to $f$ and squaring gives $\kappa^3=\tfrac{27}{4}Da^4f^2$. With $\kappa=Da^3\delta$,

$$\delta_f=3\left(\frac{f^2}{4D^2a^5}\right)^{1/3}.$$

As $f\to0$ the delay vanishes and the symmetric result returns.

For a round field of 10 MV/cm, equal to 0.1 V/angstrom, and the RHF effective charge of 1.92 $e$, the force is 0.192 eV/angstrom. The formula gives $\delta_f\approx0.049$ angstrom. The full model potential gives a second well from $R=2.455$ angstrom, a delay of 0.051 angstrom. At the MP2 equilibrium separation the same force would shift the single minimum by about $0.192/4.41=0.04$ angstrom in linear response. It remains single but is no longer central.

## Beside the etching bath

Bifluoride is a fluorinating species in the buffered oxide etch used on silica. Its F–F distance in simple salts is roughly 2.3 angstrom, close to the MP2 value here and below the model's $R_c$, so the model puts an evenly surrounded ion in such a salt on the single-well side. The assumption a bath breaks most plainly is symmetry: water and counterions surround the two fluorines unequally. The chosen 10 MV/cm moves the appearance of the second well by 0.05 angstrom. Local fields in a liquid can be several times larger, and the delay then outgrows the two-thirds power of the leading-order formula: at 50 MV/cm the full model gives 0.17 angstrom, the formula 0.14. At a silica surface, one fluorine beginning to bind silicon makes the two bonds unequal, and a symmetric merger no longer exists. The formula therefore describes the free ion, or one whose even surroundings add little curvature to the proton's potential. It gives no etch rate.

The numerical output below lists the inputs and the remaining well positions.

## Table of computed values

```
basis: aug-cc-pvdz ; MP2 with frozen 1s cores
RHF HF bond length r0 = 0.9002 angstrom
RHF HF force constant = 70.23 eV/angstrom^2
RHF a from cubic term = 2.4844 1/angstrom
RHF D = k/(2a^2) = 5.689 eV
RHF computed dissociation energy = 4.174 eV
RHF a from that energy = 2.9005 1/angstrom
RHF model Rc, cubic a = 2.358 angstrom
RHF model Rc, other a = 2.278 angstrom
RHF FHF- merger, computed = 2.266 angstrom
RHF FHF- equilibrium R = 2.257 angstrom
RHF FHF- axial k at that R = 0.66 eV/angstrom^2
MP2 HF bond length r0 = 0.9248 angstrom
MP2 HF force constant = 58.65 eV/angstrom^2
MP2 a from cubic term = 2.5022 1/angstrom
MP2 D = k/(2a^2) = 4.684 eV
MP2 computed dissociation energy = 6.007 eV
MP2 a from that energy = 2.2095 1/angstrom
MP2 model Rc, cubic a = 2.404 angstrom
MP2 model Rc, other a = 2.477 angstrom
MP2 FHF- merger, computed = 2.392 angstrom
MP2 FHF- equilibrium R = 2.310 angstrom
MP2 FHF- axial k at that R = 4.41 eV/angstrom^2
Below: model with MP2 cubic-term parameters
Rc from numerical curvature = 2.40365 angstrom
Rc from formula = 2.40365 angstrom = 0.2404 nm
bond stretch at merger ln2/a = 0.2770 angstrom
quartic coefficient D a^4/4 = 45.91 eV/angstrom^4
model axial k at MP2 equilibrium R = 8.19 eV/angstrom^2
R, x0 (angstrom), barrier (eV), short, long bond (angstrom):
  2.454 0.1428 0.0172 1.0840 1.3697
  2.504 0.2041 0.0648 1.0477 1.4559
  2.604 0.2946 0.2295 1.0072 1.5965
  2.804 0.4339 0.7262 0.9680 1.8357
zero-point energy at Rc = 0.0640 eV
R where proton density splits = 2.508 angstrom
barrier at that R = 0.0705 eV
MP2 transverse k at ion merger = 6.82 eV/angstrom^2
MP2 F-F stretch quantum = 0.0754 eV
rms spread of R at 298 K = 0.0569 angstrom
(MP2 ion merger - equilibrium R)/spread = 1.43
RHF effective proton charge = 1.92 e
field = 10 MV/cm, force = 0.192 eV/angstrom
second well in that field from R = 2.455 angstrom
```
